# The radiative shift of hydrogen 2P

At order $\alpha^5mc^2$, emission and reabsorption of a photon moves the hydrogen level $2P_{1/2}$ by $-12.88$ MHz and $2P_{3/2}$ by $+12.55$ MHz from their Dirac positions. The 2P wave function vanishes at the nucleus, so if the Lamb shift were proportional to $|\psi(0)|^2$ both numbers would be zero. They are not zero, and their signs differ. Two terms survive when $\psi(0)=0$. The Bethe logarithm raises both levels by 4.07 MHz, and the anomalous moment adds $-16.96$ MHz and $+8.48$ MHz.

The nucleus is a point of infinite mass, $V=-Z\alpha/r$, $\hbar=c=1$, $e^2=4\pi\alpha$, and only one-loop terms of order $\alpha(Z\alpha)^4m$ are kept. Photon energies are divided at $K$, with $(Z\alpha)^2m\ll K\ll Z\alpha m$. Below $K$ the wavelength exceeds the atom and the dipole approximation holds. Above $K$ the photon is reabsorbed quickly compared with the orbital period, and the binding can be expanded in powers of $V$. For $Z=1$, $n=2$ the natural unit is $\Lambda=\alpha^5m/8\pi=101.7328$ MHz.

## The counter-example: 2P

### Photons below $K$

The coupling is $-e\,\mathbf p\cdot\mathbf A/m$. The $A^2$ term shifts all levels equally, and the spin coupling has amplitude $k\le K\ll Z\alpha m$ against $p\sim Z\alpha m$, so both are dropped. With $\Delta=E_f-E$ and $|\mathbf p|^2=|\langle f|\mathbf p|\psi\rangle|^2$, second order gives
$$-\frac{4\pi\alpha}{m^2}\int\!\frac{d^3k}{(2\pi)^3\,2k}\sum_{f,\lambda}\frac{|\boldsymbol\epsilon_\lambda\cdot\mathbf p|^2}{\Delta+k}=-\frac{2\alpha}{3\pi m^2}\int_0^K\!dk\sum_f|\mathbf p|^2\frac{k}{\Delta+k},$$
because $\sum_\lambda\epsilon_i\epsilon_j^*=\delta_{ij}-\hat k_i\hat k_j$ averages to $\frac23\delta_{ij}$ and $4\pi\alpha\cdot4\pi\cdot\frac23/16\pi^3=2\alpha/3\pi$. Write $k/(\Delta+k)=1-\Delta/(\Delta+k)$. The 1 gives $-(2\alpha K/3\pi m^2)\langle p^2\rangle$, the same operator as for a free electron. It is the change $-\delta m\,p^2/2m^2$ of the kinetic energy with $\delta m=4\alpha K/3\pi$, already contained in the observed mass. The principal value of the rest is
$$\Delta E_L=\frac{2\alpha}{3\pi m^2}\sum_f|\mathbf p|^2\Delta\,\ln\left|\frac{K+\Delta}{\Delta}\right| .$$

Split the logarithm as $\ln K+\ln|1+\Delta/K|-\ln|\Delta|$. The coefficient of $\ln K$ follows from $[H,\mathbf p]=i\nabla V$ and $(H-E)\psi=0$:
$$\sum_f|\mathbf p|^2\Delta=\langle p_i(H-E)p_i\rangle=\tfrac12\langle[p_i,[H,p_i]]\rangle=\tfrac12\langle\nabla^2V\rangle=2\pi Z\alpha|\psi(0)|^2 .$$
In atomic units this is $0.25$ for 2S and zero for 2P. The middle term is approximately $\sum|\mathbf p|^2\Delta^2/K=\langle(\nabla V)^2\rangle/K$, since $(H-E)\mathbf p\psi=i(\nabla V)\psi$. For 2P this is $\langle r^{-4}\rangle/K$ with $\langle r^{-4}\rangle=\frac1{24}\int e^{-r}dr=0.0416667$ a.u., finite, so the term is of relative order $(Z\alpha)^2m/K$ and drops out as $Z\alpha\to0$ with $K$ inside its window. For $Z=1$ it is not numerically negligible there: at the upper edge, $K=137$ hartree, its full value is $2.8\times10^{-4}$ a.u., about 4% of the logarithmic sum found below ($0.0075$ a.u.). It is removed by a matching term from photons above $K$. What $\psi(0)=0$ says is that weights of both signs sum to zero. The last term multiplies each weight by a different $\ln|\Delta|$, and no sum rule removes it.

From $\mathbf p=im[H,\mathbf r]$ one has $|\mathbf p|^2=m^2\Delta^2|\mathbf r|^2$. In atomic units, lengths $1/Z\alpha m$ and energies $(Z\alpha)^2m$, define
$$\ln k_0=\frac{n^3}{2}\sum_f|\mathbf r|^2\Delta^3\ln(2|\Delta|),\qquad \Delta E_L=-\frac43\,\frac{\alpha}{\pi}\frac{(Z\alpha)^4m}{n^3}\ln k_0 .$$
The 2 expresses $|\Delta|$ in rydbergs. Because the weights sum to zero, any other unit gives the same value.

### The sum for 2P

For the angular function $\sqrt{3/4\pi}\,\hat z\cdot\hat r$, the product $\hat r_i\hat r_z$ has the s part $\delta_{iz}/3$, of squared norm $4\pi\cdot\frac{3}{4\pi}\cdot\frac19=\frac13$. The total is 1, so $|\mathbf r|^2=\frac13R_s^2$ or $\frac23R_d^2$, with $R=\int u_f\,r\,u_{2p}\,dr$ and $u_{2p}=r^2e^{-r/2}/\sqrt{24}$.

The final states are $u_{nl}=\dfrac{N_l}{(2l+1)!}\,r^{l+1}e^{-r/n}M(l+1-n,\,2l+2,\,2r/n)$, with $M$ the confluent hypergeometric function and $N_l^2=4^{l+1}n^{-3}\prod_{s=1}^l(1-s^2/n^2)$. Integrating the series of $M$ term by term and summing the binomial series gives $\int_0^\infty r^{c-1}e^{-sr}M(a,c,\kappa r)\,dr=\Gamma(c)\,s^{a-c}(s-\kappa)^{-a}$. With $s=\beta+1/n$, $\kappa=2/n$, and the factorial divided out,
$$J_l(\beta)=\frac{(\beta-1/n)^{n-l-1}}{(\beta+1/n)^{n+l+1}},\qquad \frac{J_l'}{J_l}=h=\frac{2-2(l+1)\beta}{P},\qquad P=\beta^2-\frac1{n^2}.$$
Each extra power of $r$ is $-d/d\beta$, taken at $\beta=\frac12$, where $P=(n^2-4)/4n^2$, $P'=1$, $P''=2$.

For $l=2$ the integrand has $r^6$ and $c-1=5$, so one derivative is needed, $-J_2'=J_2/P$. For $l=0$ it has $r^4$ and $c-1=1$, so three are needed. There $h=1/P$, $h'=-2/P-1/P^2$, $h''=2/P^2+2/P^3$, and $J_0'''/J_0=h^3+3hh'+h''=-4/P^2$. Since $J_l=P^{-l-1}\left(\frac{n-2}{n+2}\right)^n$ at $\beta=\frac12$, the amplitudes are $R_s=4N_0P^{-3}\left(\frac{n-2}{n+2}\right)^n/\sqrt{24}$ and $R_d=N_2P^{-4}\left(\frac{n-2}{n+2}\right)^n/\sqrt{24}$. Squaring, with $16\cdot4\cdot4^6/24=2^{15}/3$ and $64\cdot4^8/24=2^{19}/3$,
$$R_{ns}^2=\frac{2^{15}n^9(n-2)^{2n-6}}{3(n+2)^{2n+6}},\qquad R_{nd}^2=\frac{2^{19}n^9(n^2-1)(n-2)^{2n-7}}{3(n+2)^{2n+7}} .$$
These give $1.664787$ (1s), $0.880603$ (3s) and $22.543424$ (3d) bohr$^2$. The s formula excludes $n=2$, where $P=0$ and the division by $P$ fails. There $J_0=(\beta-\frac12)/(\beta+\frac12)^3$ gives $J_0'''=36$ at $\beta=\frac12$, and with $N_0^2=\frac12$ one finds $R^2=36^2/48=27$. The 2s state has $\Delta=0$ and contributes nothing.

For the continuum put $1/n=ik$, so that $P=(1+4k^2)/4$ and $\left(\frac{1/2-ik}{1/2+ik}\right)^{-i/k}=e^{-2\arctan(2k)/k}$. At large $z=2ikr$, $M\to\Gamma(c)e^zz^{a-c}/\Gamma(a)$ plus the incoming partner, with $a=l+1+i/k$ and $|z^{a-c}|=(2kr)^{-l-1}e^{-\pi/2k}$. The real wave has twice this amplitude, and normalization per unit energy requires the amplitude $\sqrt{2/\pi k}$, so $N_l^2=\frac{2}{\pi k}\,\frac14(2k)^{2l+2}e^{\pi/k}|\Gamma(a)|^2$. Using $|\Gamma(1+iy)|^2=\pi y/\sinh\pi y$ with $y=1/k$, and $|\Gamma(a)|^2=|\Gamma(1+iy)|^2\prod_s(s^2+y^2)$, this is $N_l^2=4^{l+1}\prod_s(1+s^2k^2)/(1-e^{-2\pi/k})$. For $l=2$ the factor $1+4k^2$ cancels one power of $P$:
$$\frac{dR_s^2}{dE}=\frac{2^{15}B}{3(1+4k^2)^6},\qquad\frac{dR_d^2}{dE}=\frac{2^{19}(1+k^2)B}{3(1+4k^2)^7},\qquad B=\frac{e^{-4\arctan(2k)/k}}{1-e^{-2\pi/k}} .$$
Both fall as $k^{-11}$, since $B\to k/2\pi$. The $\Delta^4$ moment then converges and the $\Delta^5$ moment diverges as $k$, so the $1/K$ remainder has a relative correction of order $K^{-1/2}$. At $K=10^6$ hartree, $K$ times the remainder is $0.041608$ against $0.041667$.

Summing over $n$ and integrating over $k$ numerically gives:

| channel | $\sum\lvert\mathbf r\rvert^2\Delta^3$ (a.u.) | part of $\ln k_0$ |
|---|---|---|
| 1s | $-0.0292638$ | $+0.0336747$ |
| $n$s, $n\ge3$ | $+0.0001985$ | $-0.0014027$ |
| $n$d | $+0.0087194$ | $-0.0629179$ |
| continuum s | $+0.0012876$ | $+0.0019988$ |
| continuum d | $+0.0190584$ | $-0.0013696$ |

The first column sums to zero and the second to $\ln k_0=-0.0300167$. Only 1s lies below 2P, with $\Delta=-\frac38$, so it carries the weight $-W$, $W=\frac13(1.664787)(\frac38)^3=0.0292638$, and the upward states together carry $+W$. Let $k_{\rm down}=0.75$ Ry, and let $k_{\rm up}$ be the geometric mean of the upward gaps with these weights. Then
$$\ln k_0=4W\ln\frac{k_{\rm up}}{k_{\rm down}}=4(0.0292638)(-0.256432)=-0.0300167,\qquad k_{\rm up}=0.58036\ \text{Ry}.$$
The Bethe logarithm would vanish only if the two gaps coincided. The computed $k_{\rm up}$ is the smaller, so the shift is upward: $\Delta E_L=0.040022\,\Lambda=+4.0716$ MHz. It contains no spin and is the same for both $j$.

The pole at $k=|\Delta|$ for 1s, taken with $E\to E+i0$, gives $\mathrm{Im}\,\Delta E=-\pi\frac{2\alpha}{3\pi m^2}|\Delta||\mathbf p|^2=-\Gamma/2$. Hence $\Gamma=\frac43\alpha^5mW=99.76$ MHz, a lifetime of 1.595 ns. The shifts are about an eighth of the natural width.

### Photons above $K$

To first order in $V$ the electron scatters through $\Gamma^\mu=\gamma^\mu F_1+i\sigma^{\mu\nu}q_\nu F_2/2m$, with $q=p'-p$ and $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$, the form allowed by Lorentz symmetry, parity and current conservation. Terms of second order in $V$ have the size $\alpha\langle(\nabla V)^2\rangle/m^2K$ of the remainder above. Since $K$ is arbitrary the sum of the two regions cannot depend on it, so these $1/K$ terms cancel the remainder and the two are dropped together. Charge renormalization fixes $F_1(0)=1$, and with soft photons removed $F_1-1$ can be expanded, starting at $F_1'q^2=-F_1'\mathbf q^2$. In position space this is $F_1'\nabla^2V\propto\delta^3(\mathbf r)$, zero on 2P whatever the value of $F_1'$. Vacuum polarization, analytic below the pair threshold and zero at $q^2=0$ after renormalization, has the same form. A range of order $1/2m$ in place of the delta function samples $u^2\propto r^4$, and for $P_{1/2}$ an S-like small component of relative size $Z\alpha$, each costing $(Z\alpha)^2$ relative to an S state. As a model, $\langle e^{-2mr}/r\rangle$ in Dirac states is $0.314\,\alpha^2$ ($2P_{1/2}$) and $0.125\,\alpha^2$ ($2P_{3/2}$) times its 2S value. These ratios illustrate the order $\alpha^2$ of the suppression; the coefficients for vacuum polarization itself are different.

$F_2$ multiplies an explicit $q$, so $F_2(0)$ suffices. In Feynman gauge, with $k'=k+q$, the photon propagator, two vertices and two electron propagators give $(-i)(-ie)^2i^2=-ie^2$:
$$\delta\Gamma^\mu=-ie^2\!\int\!\frac{d^4k}{(2\pi)^4}\frac{\mathcal N^\mu}{(k^2-m^2)(k'^2-m^2)(k-p)^2},\qquad \mathcal N^\mu=\gamma^\nu(\not k'+m)\gamma^\mu(\not k+m)\gamma_\nu .$$
The contractions $\gamma^\nu\not a\gamma^\mu\not b\gamma_\nu=-2\not b\gamma^\mu\not a$, $\gamma^\nu\gamma^\alpha\gamma^\beta\gamma_\nu=4g^{\alpha\beta}$ and $\gamma^\nu\gamma^\mu\gamma_\nu=-2\gamma^\mu$ give $\mathcal N^\mu=-2\not k\gamma^\mu\not k'+4m(k+k')^\mu-2m^2\gamma^\mu$. Feynman parameters $x,y,z$ with sum 1 turn the denominators into $\int 2/D^3$, where $D=k^2+2k\cdot(yq-zp)+yq^2+zm^2-(1-z)m^2$. Completing the square with $\ell=k+yq-zp$ and $2p\cdot q=-q^2$ gives $D=\ell^2-\Delta_F$, $\Delta_F=(1-z)^2m^2-xyq^2$.

Terms odd in $\ell$ vanish, and $\ell^\alpha\ell^\beta\to g^{\alpha\beta}\ell^2/4$ yields a multiple of $\gamma^\mu$, which feeds only $F_1$. At $\ell=0$, $k=(1-x)p-yp'$ and $k'=(1-y)p'-xp$. Between $\bar u(p')$ and $u(p)$, anticommute $\not p$ to the right and $\not p'$ to the left and drop multiples of $\gamma^\mu$: $\not p\gamma^\mu\not p\to2mp^\mu$, $\not p'\gamma^\mu\not p'\to2mp'^\mu$, $\not p'\gamma^\mu\not p\to0$, $\not p\gamma^\mu\not p'\to2m(p+p')^\mu$. Then
$$\mathcal N\to-4m[(1-x)(1-y)(p+p')-x(1-x)p-y(1-y)p']+4m[(1-2x)p+(1-2y)p'] .$$
The part along $q^\mu$ is odd under $x\leftrightarrow y$ and integrates to zero. The coefficient of $p+p'$ is $4m[-(1-x)(1-y)+\frac12(x+y-x^2-y^2)+1-x-y]=2m[(x+y)-(x+y)^2]=2mz(1-z)$. Adding $\gamma^\mu\not p=p^\mu-i\sigma^{\mu\nu}p_\nu$ and $\not p'\gamma^\mu=p'^\mu+i\sigma^{\mu\nu}p'_\nu$ gives the Gordon identity $(p+p')^\mu=2m\gamma^\mu-i\sigma^{\mu\nu}q_\nu$, so the coefficient of $i\sigma^{\mu\nu}q_\nu/2m$ is $-4m^2z(1-z)$. Wick rotation, $d^4\ell=i\,d^4\ell_E$ and $D^3=-(\ell_E^2+\Delta_F)^3$, with $\int_0^\infty\ell^3d\ell/(\ell^2+\Delta_F)^3=1/4\Delta_F$ and solid angle $2\pi^2$, gives $\int d^4\ell/[(2\pi)^4D^3]=-i/32\pi^2\Delta_F$. The prefactor is $(-ie^2)(2)(-i/32\pi^2)=-\alpha/4\pi$, and the integral over $y$ gives $1-z$:
$$a=F_2(0)=\frac{\alpha}{4\pi}\int_0^1dz\,(1-z)\frac{4z(1-z)}{(1-z)^2}=\frac{\alpha}{2\pi}=1.16141\times10^{-3}.$$
The integral is finite at $z\to1$, the soft-photon end, so removing $k<K$ changes it only by a relative amount of order $K/m\ll Z\alpha$, which is beyond the order kept.

### The Pauli term in the atom

The added energy is $\psi^\dagger\gamma^0\,\delta\Gamma^0\psi\,V$. For static $q$, $\not q=-\boldsymbol\gamma\cdot\mathbf q$, so $i\sigma^{0\nu}q_\nu=-\frac12[\gamma^0,\not q]=\gamma^0\boldsymbol\gamma\cdot\mathbf q$. With $\mathbf q\to-i\nabla$ acting on $V$, $\delta H=-\frac{ia}{2m}\boldsymbol\gamma\cdot\nabla V$. In the Dirac representation $\boldsymbol\gamma$ has $\boldsymbol\sigma$ above and $-\boldsymbol\sigma$ below the diagonal, and the lower spinor is $\boldsymbol\sigma\cdot\mathbf p\,\phi/2m$ at leading order, so $\delta H\to-\frac{ia}{4m^2}[\boldsymbol\sigma\cdot\nabla V,\boldsymbol\sigma\cdot\mathbf p]$. Using $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$, the scalar part of the commutator is $[\partial_iV,p_i]=i\nabla^2V$. The vector part is $2i\boldsymbol\sigma\cdot(\nabla V\times\mathbf p)$, because $\mathbf p\times\nabla V=-\nabla V\times\mathbf p$ for a curl-free field. With $\nabla V=V'\mathbf r/r$ and $\boldsymbol\sigma=2\mathbf S$,
$$\delta H=\frac{a}{4m^2}\nabla^2V+\frac{a}{m^2}\frac{V'}{r}\,\mathbf L\cdot\mathbf S .$$
The first term is contact. The second is the extra magnetic moment in the motional field, a long-range interaction whose energy falls as $r^{-3}$ and samples the whole orbit. It is $2a$ times the Dirac spin-orbit term $V'\mathbf L\cdot\mathbf S/2m^2r$.

For 2P, $\langle r^{-3}\rangle=\frac1{24}\int re^{-r}dr=\frac1{24}$, and $\mathbf L\cdot\mathbf S=\frac12[j(j+1)-2-\frac34]=-1$ or $+\frac12$. The shift is $\frac{\alpha}{2\pi}\alpha^4m\frac{\mathbf L\cdot\mathbf S}{24}=\frac16\Lambda\,\mathbf L\cdot\mathbf S$, that is $-\Lambda/6=-16.9555$ MHz and $+\Lambda/12=+8.4777$ MHz.

### Totals

$$2P_{1/2}:\ 4.0716-16.9555=-12.8839\ \text{MHz}\ \ (-5.33\times10^{-8}\ \text{eV}),$$
$$2P_{3/2}:\ 4.0716+8.4777=+12.5493\ \text{MHz}\ \ (+5.19\times10^{-8}\ \text{eV}).$$
The near equality of the magnitudes comes from no symmetry. It would be exact if the Bethe coefficient were $\frac1{24}$, and it is $0.040022$. The anomalous term drops out of the mean weighted by $2j+1$, so the centroid moves by the Bethe term alone. The fine-structure interval grows by $\Lambda/4=25.433$ MHz, which is $2a$ times the leading interval $\frac12\cdot\frac32\cdot\frac1{24}\alpha^4m=\alpha^4m/32$. With the exact Dirac interval, 10949.65 MHz, the product is $25.434$ MHz.

The four decimals display the arithmetic, not the accuracy for real hydrogen. Power counting puts the omitted terms at $(m/M)\Lambda=0.055$ MHz for nuclear motion, $(\alpha/\pi)\times16.96=0.039$ MHz for a second loop, and $\alpha^2\ln\alpha^{-2}\Lambda=0.053$ MHz for binding corrections, each with a coefficient not derived here. These are estimates, not bounds. The first refers to the shift measured from reference levels that contain both the reduced mass in the Dirac formula and the non-radiative recoil term $-(m/M)\alpha^4m/8n^4$. That term comes from the two-body Breit interaction, is not derived here, does not depend on $l$ or $j$, and equals $-1.49$ MHz for $n=2$. Measured from reduced-mass Dirac levels without it, both 2P levels lie that much lower. Nuclear motion moves those reference levels far more, and it lowers the fine-structure interval alone by $(m/M)\times10949.65=5.96$ MHz. The magnetic moment of the proton is also left out. It splits $2P_{1/2}$ by about 59 MHz and $2P_{3/2}$ by about 24 MHz, more than the shifts themselves, so the numbers here refer to the centroid of each hyperfine pair. For that centroid, measured from the reference levels just defined, this order fixes the $2P_{1/2}$ shift near $-12.9$ MHz, and the first decimal of the full value depends on the omitted terms.

The numerical check that follows confirms $\ln k_0$ by diagonalizing $H$ in a Laguerre basis ($-0.03001672$ with 300 functions, against $-0.03001671$), obtains $a$ from explicit $\gamma$ matrices, and evaluates the unreduced $\delta H$ in exact Dirac–Coulomb states. That road gives $-12.8854$ and $+12.5493$ MHz. The $0.0015$ MHz difference for $2P_{1/2}$ is the Dirac correction, $1.958\,\alpha^2$ relative to the nonrelativistic Pauli term ($-0.0018$ MHz, tested to scale as $Z^2$), partly offset by the value $1.1613898\times10^{-3}$ of $F_2$ at the small nonzero $q^2$ used. For $2P_{3/2}$ the same two effects, $0.292\,\alpha^2$ relative to the Pauli term and the deficit in $F_2$, are each about $0.0001$ MHz and nearly cancel, so the agreement in the fourth decimal is accidental.

## The general statement

For a point nucleus of infinite mass and $l\ge1$, at order $\alpha(Z\alpha)^4m$,
$$\Delta E_{nlj}=\frac\alpha\pi\frac{(Z\alpha)^4m}{n^3}\left[-\frac43\ln k_0(n,l)+\frac{C_{jl}}{2(2l+1)}\right],\qquad C_{jl}=\begin{cases}1/(l+1), & j=l+\frac12\\[2pt]-1/l, & j=l-\frac12.\end{cases}$$
The condition $\psi(0)=0$ removes the contact terms and the dependence on $K$, and nothing else. At most one level of each doublet can be unshifted.

*Proof.* The expression for $\Delta E_L$, the sum rule, the value of $a$ and the form of $\delta H$ used no property of 2P. For $l\ge1$, $\psi(0)=0$ cancels $\ln K$, the energy unit in the logarithm and every $\nabla^2V$ term. Since $u^2\propto r^{2l+2}$, $\langle r^{-4}\rangle$ is finite and the $1/K$ remainder is of relative order $(Z\alpha)^2m/K$ and is dropped. This leaves $-\frac43\ln k_0$ and the spin-orbit term.

For $\langle r^{-3}\rangle$, work in atomic units with $V_{\rm eff}=l(l+1)/2r^2-1/r$. The energy $-1/2(n_r+l+1)^2$ holds for continuous $l$ at fixed node number $n_r$, so the Hellmann–Feynman theorem gives $\langle(2l+1)/2r^2\rangle=1/n^3$. Multiply $-\frac12u''+(V_{\rm eff}-E)u=0$ by $2u'$ and integrate. The boundary terms $u'^2$ and $V_{\rm eff}u^2$ vanish at the origin for $l\ge1$, which leaves $\langle V_{\rm eff}'\rangle=0$, or $l(l+1)\langle r^{-3}\rangle=\langle r^{-2}\rangle$. Hence $\langle r^{-3}\rangle=2/[n^3l(l+1)(2l+1)]$, which is $\frac1{24}$ for 2P. The shift $\frac{\alpha}{2\pi}(Z\alpha)^4m\langle r^{-3}\rangle\mathbf L\cdot\mathbf S$ contributes $\mathbf L\cdot\mathbf S/[l(l+1)(2l+1)]$ to the bracket, and $\mathbf L\cdot\mathbf S=l/2$ or $-(l+1)/2$ turns this into $C_{jl}/2(2l+1)$. The brackets for the two $j$ differ by $\frac{1}{2(2l+1)}\left(\frac1{l+1}+\frac1l\right)=\frac{1}{2l(l+1)}>0$, so they cannot both vanish. The weighted sum $(2l+2)\frac1{l+1}-2l\frac1l$ is zero, so the centroid carries only the Bethe term. $\square$

The proof does not fix the sign or size of $\ln k_0(n,l)$, which compares mean upward and downward gaps and must be computed state by state. The anomalous part falls as $1/4l^2$ at large $l$. For $l=0$ the contact terms and $\ln K$ survive and combine, and the formula does not apply. It also fails when $Z\alpha$ is not small, since no window for $K$ then exists, and when the bound particle is not light compared with the nucleus.

## Computed results

```
1/alpha = 137.035999
hartree/h = 6.579684e+09 MHz
prefactor alpha^5 m c^2/(8 pi h) = 101.7328 MHz
a = alpha/2pi = 1.1614097e-03; from vertex algebra = 1.1613898e-03
<r^2> = 30.000000, <r^-3> = 0.0416667, <r^-4> = 0.0416667 a.u.
R^2(2p-1s) = 1.664787, R^2(2p-2s) = 27.000000 bohr^2
R^2(2p-3s) = 0.880603, R^2(2p-3d) = 22.543424 bohr^2
sum |r|^2 D (2P) = 1.50000000 a.u.
sum |r|^2 D^3: 2P = -3.4e-16, 2S = 0.25000000 a.u.
sum |r|^2 D^4 (2P) = 0.0416667 a.u.
K*(cutoff remainder) at K = 1e+06 hartree: 0.041608 a.u.
1s: weight |r|^2 D^3 = -0.0292638 a.u., part of ln k0 = +0.0336747
ns n>=3: weight |r|^2 D^3 = +0.0001985 a.u., part of ln k0 = -0.0014027
nd n>=3: weight |r|^2 D^3 = +0.0087194 a.u., part of ln k0 = -0.0629179
cont s: weight |r|^2 D^3 = +0.0012876 a.u., part of ln k0 = +0.0019988
cont d: weight |r|^2 D^3 = +0.0190584 a.u., part of ln k0 = -0.0013696
W = 0.0292638 a.u.; k_down = 0.7500 Ry; k_up = 0.58036 Ry
ln(k_up/k_down) = -0.256432
ln k0(2P), spectrum = -0.03001671
ln k0(2P), basis N=75: -0.03001758, N=300: -0.03001672
Bethe term: F = 0.040022, shift = +4.0716 MHz
2P1/2 anomalous: F = -0.166667, shift = -16.9555 MHz
2P1/2 total: F = -0.126644, shift = -12.8839 MHz = -5.3284e-08 eV
2P1/2 total by basis + Dirac states = -12.8854 MHz
2P1/2 Dirac/nonrel. Pauli term - 1 = 1.043e-04 = 1.958 alpha^2
2P1/2 Yukawa(range 1/2m) ratio to 2S = 1.674e-05 = 0.314 alpha^2
2P3/2 anomalous: F = +0.083333, shift = +8.4777 MHz
2P3/2 total: F = +0.123356, shift = +12.5493 MHz = +5.1900e-08 eV
2P3/2 total by basis + Dirac states = +12.5493 MHz
2P3/2 Dirac/nonrel. Pauli term - 1 = 1.553e-05 = 0.292 alpha^2
2P3/2 Yukawa(range 1/2m) ratio to 2S = 6.655e-06 = 0.125 alpha^2
centroid shift (basis + Dirac road) = +4.0711 MHz
Dirac fine structure = 10949.65 MHz; radiative increase = 25.4332 MHz
2a x Dirac fine structure = 25.4341 MHz
2P width Gamma/h = 99.76 MHz; lifetime = 1.5953 ns
omitted size, (m/M) x prefactor = 0.055 MHz
omitted size, (alpha/pi) x anomalous(2P1/2) = 0.039 MHz
omitted size, alpha^2 ln(alpha^-2) x prefactor = 0.053 MHz
```
